# Charge Ripple of a Gaussian Sampled on a Uniform Grid

A smeared point charge is represented in one dimension by the unit Gaussian

$$g(x)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-x^2/2\sigma^2},\qquad \int_{-\infty}^{\infty}g(x)\,dx=1 ,$$

where $\sigma$ is the standard deviation and charge is counted in units of the elementary charge $e$. The Gaussian is centred at $x_0$ and sampled at the points $x_j=jh$, with $j$ running over all integers. The charge found on the grid is

$$Q(x_0)=h\sum_{j=-\infty}^{\infty}g(jh-x_0).$$

For numerical parts take $\sigma=0.010$ nm and $h=0.020$ nm unless told otherwise. These are round model parameters and do not describe a particular material.

## Part (a): from the grid sum to a Fourier series

**Question.** Show that $Q(x_0)$ is periodic, and express its Fourier coefficients through the Fourier transform of $g$. Does the result also apply to a periodic cell?

**Answer.** Replacing $x_0$ by $x_0+h$ changes $jh-x_0$ into $(j-1)h-x_0$. This relabels the terms of a sum over all integers, so $Q(x_0+h)=Q(x_0)$.

For $0\le x_0\le h$ the distance $|jh-x_0|$ is at least $(|j|-1)h$. Each derivative of $g$ is a polynomial times a Gaussian, so the sum and its term-by-term derivatives converge uniformly. Hence $Q$ is smooth, it equals its Fourier series, and the sum may be integrated term by term. Write

$$Q(x_0)=\sum_{m=-\infty}^{\infty}c_m e^{2\pi i m x_0/h},\qquad
c_m=\frac1h\int_0^h Q(x_0)\,e^{-2\pi i m x_0/h}\,dx_0 .$$

Insert the grid sum. Its prefactor $h$ cancels $1/h$, and $g(jh-x_0)=g(x_0-jh)$ because $g$ is even:

$$c_m=\sum_j\int_0^h g(x_0-jh)\,e^{-2\pi i m x_0/h}\,dx_0 .$$

Now put $u=x_0-jh$. The phase becomes $e^{-2\pi i m u/h}e^{-2\pi i mj}$, and the second factor is 1 because $mj$ is an integer. The limits become $-jh$ and $(1-j)h$. As $j$ runs over the integers, these intervals cover the line once, without gaps. Therefore

$$c_m=\int_{-\infty}^{\infty}g(u)\,e^{-2\pi i m u/h}\,du=G\!\left(\frac{2\pi m}{h}\right),\qquad
G(k)=\int_{-\infty}^{\infty}g(u)\cos(ku)\,du .$$

The sine part has vanished because its integrand is odd. This is the Poisson summation formula: a sum over grid points equals a sum over the reciprocal grid vectors $2\pi m/h$.

In a periodic cell of length $Nh$, the density is the sum of $g$ over all periodic images. Summing this density over the $N$ points of one cell visits every distance $jh-x_0$ once, so it gives the same $Q(x_0)$. The result applies provided that all images are included.

## Part (b): the position-dependent error

**Question.** Evaluate $G(k)$. Find the full series for $Q(x_0)-1$ and its leading amplitude, and bound what the leading term omits.

**Answer.** Differentiate under the integral, which the rapid decay of $g$ permits:

$$G'(k)=-\int u\,g(u)\sin(ku)\,du .$$

Since $g'(u)=-(u/\sigma^2)g(u)$, we have $u\,g=-\sigma^2g'$. One integration by parts, with vanishing boundary terms, gives

$$G'(k)=\sigma^2\int g'(u)\sin(ku)\,du=-\sigma^2k\int g(u)\cos(ku)\,du=-\sigma^2k\,G(k).$$

It follows that the derivative of $G(k)e^{\sigma^2k^2/2}$ is zero. Normalization fixes $G(0)=1$, so $G(k)=e^{-\sigma^2k^2/2}$. At $k=2\pi m/h$ the exponent is

$$\frac{\sigma^2}{2}\,\frac{4\pi^2m^2}{h^2}=\frac{2\pi^2\sigma^2}{h^2}\,m^2 .$$

Define $q=\exp(-2\pi^2\sigma^2/h^2)$, which lies between 0 and 1. Then $c_m=q^{m^2}$. The term $m=0$ gives 1, and the terms $m$ and $-m$ combine into twice a cosine:

$$Q(x_0)-1=2\sum_{m=1}^{\infty}q^{m^2}\cos\frac{2\pi m x_0}{h}.$$

The first term is the leading error,

$$Q(x_0)-1\simeq 2e^{-2\pi^2\sigma^2/h^2}\cos\frac{2\pi x_0}{h},$$

with amplitude $2\exp(-2\pi^2\sigma^2/h^2)$.

Let $R$ be the sum of the terms with $m\ge2$. For integers, $m^2-5m+6=(m-2)(m-3)\ge0$, which is the same as $m^2\ge4+5(m-2)$. As $q<1$, a larger exponent means a smaller term, and a geometric series gives

$$|R|\le2\sum_{m=2}^{\infty}q^{m^2}\le2q^4\sum_{n=0}^{\infty}q^{5n}=\frac{2q^4}{1-q^5}.$$

Relative to the leading amplitude, the remainder is at most $q^3/(1-q^5)$. The word "leading" is thus justified when $q^3\ll1$.

The mean of $Q$ over one grid spacing is $c_0=1$. Sampling does not remove charge on average. It makes the charge depend on where the centre lies between the grid points.

## Part (c): a sum that can be done by hand

**Question.** For the given $\sigma$ and $h$, compare the direct sums at $x_0=0$ and $x_0=h/2$ with the leading term. What error is left at $x_0=h/4$?

**Answer.** Here $\sigma/h=0.50$, so the exponent is $2\pi^2(0.50)^2=4.9348$. This gives $q=7.1919\times10^{-3}$ and $2q=0.014384$. The leading term predicts charges of $1.014384$ on a grid point and $0.985616$ midway between two.

With the centre on a grid point, the contributions $h\,g$ at distances $0$, $h$, $2h$ and $3h$ give

$$Q(0)=0.797885+2(0.107982+0.000268+0.000000)=1.014385 .$$

Without the intermediate rounding the sum is $1.014384$. With the centre midway, the distances are $h/2$, $3h/2$, $5h/2$, each occurring twice:

$$Q(h/2)=2(0.483941+0.008864+0.000003)=0.985616 .$$

The charge is too large on a grid point and too small midway, by about 1.4% of the unit charge in each case.

Half the difference of the two charges isolates the odd harmonics. At $x_0=h/2$ the cosine is $(-1)^m$, so even terms cancel:

$$\tfrac12[Q(0)-Q(h/2)]=\sum_{m\ge1}q^{m^2}[1-(-1)^m]=2(q+q^9+\dots).$$

At $x_0=h/4$ the cosines are $\cos(\pi m/2)=0,-1,0,1,\dots$ for $m=1,2,3,4,\dots$. The leading term vanishes, and

$$Q(h/4)-1=-2q^4+2q^{16}-\dots .$$

The direct sum gives $-5.35\times10^{-9}$, which is the second harmonic. A test at this one position would therefore give a far too favourable view of the grid.

## Part (d): fine and coarse grids

**Question.** What happens when $h$ is halved at fixed $\sigma$? Discuss both limits of $\sigma/h$, and find the spacing needed for a prescribed small error amplitude $\varepsilon$.

**Answer.** Halving $h$ multiplies the exponent by four, so $q$ becomes $q^4$. The leading amplitude falls from $1.44\times10^{-2}$ to $2q^4=5.35\times10^{-9}$, where $q$ is still the value for the original grid. This equals the second-harmonic amplitude of the original grid. The reason is that $2\pi/(h/2)=4\pi/h$: the first reciprocal vector of the fine grid is the second one of the coarse grid.

The largest error occurs at $x_0=0$, where every cosine reaches its upper limit of 1. It is compared below with the leading amplitude.

| $\sigma/h$ | largest error | $2q$ |
|---|---|---|
| 0.2 | 0.995 | 0.908 |
| 0.5 | $1.44\times10^{-2}$ | $1.44\times10^{-2}$ |
| 1.0 | $5.35\times10^{-9}$ | $5.35\times10^{-9}$ |
| 1.5 | $1.03\times10^{-19}$ | $1.03\times10^{-19}$ |

At $\sigma/h=0.2$ the largest error exceeds the leading amplitude by 9.5% of that amplitude. For a still narrower Gaussian, $q$ approaches 1 and many harmonics matter. The direct sum is then the simpler description. With the centre on a grid point, the central term dominates, and $Q(0)\simeq h/(\sigma\sqrt{2\pi})$ grows without limit as $\sigma/h\to0$. With the centre midway, every sampled value tends to zero, and so does $Q(h/2)$. The leading amplitude, which tends to 2, describes neither result.

In the opposite limit the error falls as a Gaussian function of $\sigma/h$, faster than any fixed power of $h/\sigma$. At $\sigma/h=1.5$ it is already below $2.2\times10^{-16}$, the spacing of double-precision numbers just above 1. A charge near 1 stored in that precision cannot show the ripple.

For a prescribed amplitude, set $\varepsilon=2\exp(-2\pi^2\sigma^2/h^2)$. Taking the logarithm gives $\ln(2/\varepsilon)=2\pi^2\sigma^2/h^2$, hence

$$\frac{\sigma}{h}=\frac1\pi\sqrt{\frac{\ln(2/\varepsilon)}{2}} .$$

For $\varepsilon=10^{-6}$ this ratio is $0.857$, and with $\sigma=0.010$ nm the spacing is $h=0.01166$ nm. It should be rounded down, because $h=0.0117$ nm already gives $1.09\times10^{-6}$. The rule holds for a one-dimensional grid that is infinite or periodic, and for $\varepsilon\ll1$, so that the higher harmonics are negligible. It controls the total charge. It does not by itself bound the error of an interaction energy in a varying potential.

## Part (e): a force where there should be none

**Question.** The charge is placed in a constant potential $\Phi=1$ V, and its energy is computed as $U=e\Phi Q(x_0)$. Find the force obtained by differentiating this energy. Does the error cancel for a neutral pair?

**Answer.** The true energy is $e\Phi$ at every position, so the true force is zero. On the grid, to leading order,

$$U\simeq e\Phi\left[1+2q\cos\frac{2\pi x_0}{h}\right],\qquad
F=-\frac{dU}{dx_0}\simeq e\Phi\,\frac{2\pi}{h}\,2q\sin\frac{2\pi x_0}{h}.$$

The minus sign in the definition of the force cancels the minus sign from the derivative of the cosine. For $\Phi>0$ the energy is highest on a grid point, and the spurious force pushes the centre towards the midpoint.

The energy amplitude is $1\ \text{eV}\times0.014384=14.4$ meV. The force amplitude is

$$1\ \text{eV}\times\frac{2\pi}{0.020\ \text{nm}}\times0.014384=4.52\ \text{eV/nm}.$$

Differentiation multiplies the small charge error by $2\pi/h$, so a modest energy ripple can accompany a large force error.

A constant added to the potential should have no effect on forces. Here it has one, because the grid charge varies as the centre moves. Consider charges $+1$ at $x_1$ and $-1$ at $x_2$. To leading order their net grid charge is

$$2q\left[\cos\frac{2\pi x_1}{h}-\cos\frac{2\pi x_2}{h}\right].$$

This vanishes if the separation is a multiple of $h$, but it reaches $4q$ if the positive charge sits on a grid point and the negative one midway. For the present numbers that is $0.029$. Neutrality of the continuous charges does not guarantee neutrality on the grid.

Zero net grid charge does not remove the spurious forces either. With $F_0=e\Phi\,(2\pi/h)\,2q=4.52$ eV/nm, the forces on the two charges are $F_0\sin(2\pi x_1/h)$ and $-F_0\sin(2\pi x_2/h)$ to leading order. If the separation is a multiple of $h$, they are equal and opposite. The total force then cancels, but each charge still feels up to $4.52$ eV/nm. If $x_1+x_2$ is a multiple of $h$, the net charge also vanishes, but the two forces add. For $x_1=0.2h$ and $x_2=2.8h$ the total is $8.60$ eV/nm.

## Part (f): the cause of the ripple

**Question.** The formula for $c_m$ attributes the ripple to the Fourier components of the charge at nonzero reciprocal grid vectors. Examine this with the unit charge

$$s(x)=\frac{3}{2b}\left[\frac{\sin(\pi x/b)}{\pi x/b}\right]^4$$

for $b=2.5h$ and $b=1.5h$.

**Answer.** The function $\sin(\pi x/b)/(\pi x/b)$ is the Fourier transform of a box occupying $|k|\le\pi/b$. Multiplying four such functions convolves four boxes, so the spectrum of $s$ vanishes for $|k|\ge4\pi/b$. The unfolding of part (a) still applies, because $s$ is even and decays as $x^{-4}$. There is no ripple if $2\pi/h\ge4\pi/b$, that is, if $b\ge2h$.

For $b=2.5h$ the spectrum ends at $0.8$ of the first reciprocal vector. The direct sums vary by a half swing of $3\times10^{-16}$, which is at the level of rounding.

For $b=1.5h$ the first reciprocal vector lies inside the spectrum, and the amplitude can be calculated. In the variable $t=kb/2\pi$, each box has unit width. Their convolution $B(t)$ is the probability density for the sum of four independent numbers, each uniform between $-\frac12$ and $\frac12$. Write each number as $\frac12-y_i$ with $0\le y_i\le1$, so that $\sum_i y_i=2-t$. Four nonnegative numbers with sum $S$ have density $S^3/6$ when no upper limits apply.

At $k=2\pi/h$ we have $t=b/h=1.5$ and $S=0.5$, so no $y_i$ can exceed 1 and $B=0.5^3/6=1/48$. At $t=0$, $S=2$. We must subtract the four cases in which one $y_i$ exceeds 1, each with density $1^3/6$:

$$B(0)=\frac{8}{6}-\frac{4}{6}=\frac23 .$$

The unit charge has the normalized transform $B(t)/B(0)$, so $c_1=(1/48)/(2/3)=1/32$. The ripple amplitude is $2c_1=0.0625$. The second reciprocal vector has $t=3$, beyond the spectral edge at $t=2$, so there are no further harmonics. The direct sums give a half swing of $0.0625$.

The ripple is absent on one side of the predicted threshold and present on the other, in agreement with the proposed cause. It sets in continuously. For $1\le b/h\le2$ the same argument gives $S=2-b/h\le1$ and $c_1=(S^3/6)/(2/3)=(2-b/h)^3/4$, so the amplitude $2c_1$ is $4.0\times10^{-3}$ at $b=1.8h$ and $6.25\times10^{-5}$ at $b=1.95h$. A Gaussian has some weight at every $k$, so its ripple can be made very small but is not zero at finite $\sigma/h$.

## Part (g): cut grids, three dimensions and the meaning of width

**Question.** How is the result changed by (i) keeping only the points $|j|\le J$, with $x_0=0$, (ii) using a cubic grid in three dimensions, and (iii) defining the width $w$ by $e^{-x^2/w^2}$?

**Answer.** (i) The omitted charge is $2h\sum_{j>J}g(jh)$. For positive $x$ the Gaussian decreases, so $h\,g(jh)$ is no larger than the integral of $g$ from $(j-1)h$ to $jh$. Adding these intervals gives

$$2h\sum_{j>J}g(jh)\le2\int_{Jh}^{\infty}g(x)\,dx=\operatorname{erfc}\!\left(\frac{Jh}{\sigma\sqrt2}\right).$$

Take the finer grid $h=\sigma=0.010$ nm with $J=4$. The bound is $6.3\times10^{-5}$, and the charge actually lost is $2.99\times10^{-6}$. The sampling error on the full grid is $5.35\times10^{-9}$, more than 500 times smaller. Refining the grid further while its end stays at $4\sigma$ would not help. As $h\to0$ the omitted sum tends to the integral above, so the lost charge would approach the bound $6.3\times10^{-5}$, which is larger than the present loss. The range must be extended as well.

(ii) A spherical Gaussian is a product of three one-dimensional Gaussians, so the grid charge is $Q(x_0)Q(y_0)Q(z_0)$. Let $a$ be the largest one-dimensional error. With the centre on a grid point the three-dimensional error is

$$(1+a)^3-1=3a+3a^2+a^3 .$$

This is also the largest error when $a<1$. Each factor lies between $1-a$ and $1+a$, and the greatest possible deficit, $3a-3a^2+a^3$, is smaller than this excess. For $\sigma/h=0.50$ the error is $0.0438$, while the linear estimate $3a$ is $0.0432$.

(iii) Comparing $x^2/w^2$ with $x^2/2\sigma^2$ gives $\sigma^2=w^2/2$. The leading amplitude becomes

$$2\exp\left(-\frac{\pi^2w^2}{h^2}\right).$$

At $w/h=0.50$ it is $0.170$, compared with $0.0144$ at $\sigma/h=0.50$. The same numerical "width" thus describes a narrower charge, with a ripple about twelve times larger. The definition of width must accompany any rule for the grid spacing.

The numerical output lists the individual sums and amplitudes to more digits.

## Numbers as computed

```
Gaussian standard deviation sigma = 0.010 nm
grid spacing h = 0.020 nm, sigma/h = 0.50
exponent 2 pi^2 sigma^2/h^2 = 4.93480
q = 7.191883e-03, leading amplitude 2q = 1.438377e-02 e
mean grid charge over x0, minus 1 = 0.0e+00 e
largest remainder after leading term = 5.351e-09 e
remainder bound 2q^4/(1-q^5) = 5.351e-09 e
h*g at distance 0.0 h = 0.79788456 e
h*g at distance 1.0 h = 0.10798193 e
h*g at distance 2.0 h = 0.00026766 e
h*g at distance 3.0 h = 0.00000001 e
h*g at distance 0.5 h = 0.48394145 e
h*g at distance 1.5 h = 0.00886370 e
h*g at distance 2.5 h = 0.00000297 e
Q at x0 = 0: 1.01438377 e
Q at x0 = h/2: 0.98561624 e
half of Q(0)-Q(h/2) = 1.438377e-02 e
Q-1 at x0 = h/4: -5.351e-09 e
constant potential = 1.0 V
energy ripple amplitude = 14.384 meV
largest spurious force = 4.5188 eV/nm
sigma/h 0.2: largest error 0.99473 e, 2q 0.90808 e, rel. excess 0.0954
sigma/h 0.5: largest error 0.014384 e, 2q 0.014384 e, rel. excess 3.72e-7
sigma/h 1.0: largest error 5.3506e-9 e, 2q 5.3506e-9 e, rel. excess 1.91e-26
sigma/h 1.5: largest error 1.0295e-19 e, 2q 1.0295e-19 e, rel. excess 1.36e-58
double-precision spacing at 1 = 2.22e-16
target error 1e-06 e: sigma/h = 0.8573, h = 0.01166 nm
h = 0.010 nm: ripple at x0 = 0 is 5.351e-09 e
same h, grid cut at |j| <= 4: lost charge 2.986e-06 e
bound on lost charge = 6.334e-05 e
cubic grid, largest error = 0.043775 e, 3*2q = 0.043151 e
exp(-x^2/w^2), w/h = 0.50: largest error 0.16971 e, leading 0.16961 e
sinc^4 charge, b/h = 2.5: spectral edge/(2 pi/h) = 0.800, half swing 3.33e-16 e
sinc^4 charge, b/h = 1.5: spectral edge/(2 pi/h) = 1.333, half swing 6.25e-02 e
```
